# Unmixing two coupled infrared modes from frequencies and oscillator strengths: a program that tests the result

```python
# Result under test: two harmonic modes a (charged) and b (uncharged), with
#   V = wa^2 Qa^2/2 + wb^2 Qb^2/2 + g Qa Qb - Z Qa E   (mass-weighted Q),
# have measured transverse frequencies W1 < W2 and strengths F1, F2, where
# each line is F/(W^2 - w^2 - i gamma w).  With r = F2/F1 and L = W^2:
#   tan(theta) = sqrt(r),  wa^2 = (L1 + r L2)/(1+r),
#   wb^2 = (r L1 + L2)/(1+r),  |g| = sqrt(r) (L2 - L1)/(1+r).
# A charge vector along (cos phi, sin phi) gives r = tan^2(theta + phi).
# Frequencies are in cm^-1, so g and F are in cm^-2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, least_squares


def invert_bright(L1, L2, r):
    """Squares of the bare frequencies and |g| when only mode a is charged."""
    return ((L1 + r * L2) / (1 + r), (r * L1 + L2) / (1 + r),
            np.sqrt(r) * (L2 - L1) / (1 + r))


def invert_general(L1, L2, r, phi, branch):
    """Bare squares and signed g for a known direction phi of the charge."""
    theta = branch * np.arctan(np.sqrt(r)) - phi
    c, s = np.cos(theta), np.sin(theta)
    return L1 * c * c + L2 * s * s, L1 * s * s + L2 * c * c, (L2 - L1) * s * c


def spectrum(matrix, charge):
    """Squared frequencies and strengths from numerical diagonalization."""
    values, vectors = np.linalg.eigh(matrix)
    return values, (np.asarray(charge) @ vectors) ** 2


def two_mode(A, B, g):
    return np.array([[A, g], [g, B]])


def response(matrix, damping, w):
    """Displacement of mode a per unit force on a, from the driven equations."""
    n = len(matrix)
    force = np.zeros(n)
    force[0] = 1.0
    return np.linalg.solve(matrix - w * w * np.eye(n)
                           - 1j * w * np.diag(damping), force)[0]


# --- random systems: diagonalize, then recover the input -------------------
rng = np.random.default_rng(4)
for _ in range(300):
    A, B = rng.uniform(150, 400, 2) ** 2
    g = rng.uniform(-0.8, 0.8) * np.sqrt(A * B)
    (L1, L2), F = spectrum(two_mode(A, B, g), [1, 0])
    r = F[1] / F[0]
    assert np.allclose(invert_bright(L1, L2, r), (A, B, abs(g)),
                       rtol=0, atol=1e-7 * L2)
    theta = np.arctan(np.sqrt(r))
    assert abs((B - A) * np.sin(2 * theta)
               - 2 * abs(g) * np.cos(2 * theta)) < 1e-7 * L2
    Lm, Fm = spectrum(two_mode(A, B, -g), [1, 0])
    assert np.allclose(Lm, [L1, L2]) and np.allclose(Fm, F)
    mean = F @ np.array([L1, L2])
    variance = F @ (np.array([L1, L2]) - mean) ** 2
    assert np.isclose(mean, A) and np.isclose(variance, g * g, atol=1e-7*L2**2)
    # equal charges: signed g, but bare frequencies only as an unordered pair
    (L1, L2), F = spectrum(two_mode(A, B, g), [1, 1])
    r = F[1] / F[0]
    g_equal = (L2 - L1) / 2 * (r - 1) / (r + 1)
    half_gap = (L2 - L1) * np.sqrt(r) / (1 + r)
    pair = [(L1 + L2) / 2 - half_gap, (L1 + L2) / 2 + half_gap]
    assert abs(g_equal - g) < 1e-6 * L2
    assert np.allclose(pair, sorted([A, B]), rtol=0, atol=1e-6 * L2)
    # arbitrary charge direction: one of the two branches is the true system
    phi = rng.uniform(-1.5, 1.5)
    (L1, L2), F = spectrum(two_mode(A, B, g), [np.cos(phi), np.sin(phi)])
    misses = [np.max(np.abs(np.array(invert_general(L1, L2, F[1] / F[0], phi, b))
                            - (A, B, g))) for b in (1, -1)]
    assert min(misses) < 1e-6 * L2

# --- worked example ---------------------------------------------------------
W1, W2, ratio = 240.0, 330.0, 0.40
L1, L2 = W1 ** 2, W2 ** 2
A, B, g = invert_bright(L1, L2, ratio)
wa, wb = np.sqrt(A), np.sqrt(B)
theta = np.arctan(np.sqrt(ratio))
D = two_mode(A, B, g)
values, weights = spectrum(D, [1, 0])
assert np.allclose(np.sqrt(values), [W1, W2])
assert np.isclose(weights[1] / weights[0], ratio)

# zero of the undamped response, found from the measured data alone
zero = brentq(lambda w: (L2 - w * w) + ratio * (L1 - w * w), W1, W2)
assert np.isclose(zero, wb)
assert abs(response(D, [0, 0], wb)) < 1e-10 * abs(response(D, [0, 0], 0.0))

# integrated absorption equals pi/2 times the strength
def area(matrix, damping):
    f = lambda w: w * response(matrix, damping, w).imag
    edges = [0, 200, 240, 270, 310, 330, 400, 1000, 5000]
    total = sum(quad(f, lo, hi, limit=200)[0]
                for lo, hi in zip(edges[:-1], edges[1:]))
    return total + quad(f, edges[-1], np.inf)[0]

area_single = area(two_mode(A, B, 0.0), [20, 20]) / (np.pi / 2)
area_pair = area(D, [30, 10]) / (np.pi / 2)
assert abs(area_single - 1) < 1e-5 and abs(area_pair - 1) < 1e-5

# static response and its enhancement by the coupling
kappa = g / (wa * wb)
enhancement = response(D, [0, 0], 0.0).real * A
assert np.isclose(enhancement, 1 / (1 - kappa ** 2))

# error propagation, checked by finite differences in ln r
step = 1e-5
up, down = (invert_bright(L1, L2, ratio * np.exp(x)) for x in (step, -step))
dtheta = (np.arctan(np.sqrt(ratio * np.exp(step)))
          - np.arctan(np.sqrt(ratio * np.exp(-step)))) / (2 * step)
assert np.isclose(dtheta, np.sin(2 * theta) / 4, rtol=1e-6)
assert np.isclose(np.log(up[2] / down[2]) / (2 * step),
                  np.cos(2 * theta) / 2, rtol=1e-6)
assert np.isclose((up[0] - down[0]) / (2 * step), g * g / (L2 - L1), rtol=1e-6)
more = invert_bright(L1, L2, 1.1 * ratio)
theta_more = np.arctan(np.sqrt(1.1 * ratio))

# static contributions mistaken for strengths
ratio_static = ratio * L1 / L2
wrong = invert_bright(L1, L2, ratio_static)

# equal charges on both modes, same data
equal = [invert_general(L1, L2, ratio, np.pi / 4, b) for b in (1, -1)]
assert np.isclose(equal[0][2], equal[1][2])
assert np.isclose(equal[0][0], equal[1][1])
theta_equal = [np.degrees(b * theta - np.pi / 4) for b in (1, -1)]

# small charge on the dark mode, either sign
extra_charge = 0.10
leak = []
for sign in (1, -1):
    sol = invert_general(L1, L2, ratio, np.arctan(sign * extra_charge), 1)
    val, wt = spectrum(two_mode(*sol), [1, sign * extra_charge])
    assert np.allclose(val, [L1, L2]) and np.isclose(wt[1] / wt[0], ratio)
    leak.append(sol)

# damping: fit two ordinary Lorentzians to the true coupled response
grid = np.linspace(120, 480, 361)

def fitted(damping):
    data = np.array([response(D, damping, w) for w in grid]) * 1e4
    def misfit(p):
        model = 1e4 * (p[2] / (p[0]**2 - grid**2 - 1j * p[1] * grid)
                       + p[5] / (p[3]**2 - grid**2 - 1j * p[4] * grid))
        return np.concatenate([(model - data).real, (model - data).imag])
    fit = least_squares(misfit, [235, 18, 0.6, 335, 18, 0.4],
                        x_scale=[100, 10, 1, 100, 10, 1],
                        xtol=1e-13, ftol=1e-13, gtol=1e-13)
    assert fit.success
    p = fit.x
    return p[0], p[3], p[5] / p[2]

same = fitted([20, 20])
assert np.allclose(same, (W1, W2, ratio), rtol=1e-5)
gamma_a, gamma_b = 30.0, 10.0
uneven = fitted([gamma_a, gamma_b])
damped = invert_bright(uneven[0] ** 2, uneven[1] ** 2, uneven[2])

# third uncharged mode coupled to the bright one
w_third, g_third = 420.0, g / 2
D3 = np.array([[A, g, g_third], [g, B, 0], [g_third, 0, w_third ** 2]])
val3, wt3 = spectrum(D3, [1, 0, 0])
third = invert_bright(val3[0], val3[1], wt3[1] / wt3[0])

# lower line softened on warming
warm = invert_bright((0.98 * W1) ** 2, L2, ratio)

# longitudinal peaks: zeros of eps and their weights in Im(-1/eps)
eps_inf, eps_pair = 4.5, 10.0
F1 = eps_pair / (1 / L1 + ratio / L2)
F_total = F1 * (1 + ratio)
eps = lambda x: eps_inf + F1 / (L1 - x) + ratio * F1 / (L2 - x)
slope = lambda x: F1 / (L1 - x) ** 2 + ratio * F1 / (L2 - x) ** 2
X1 = brentq(eps, L1 * (1 + 1e-9), L2 * (1 - 1e-9))
X2 = brentq(eps, L2 * (1 + 1e-9), 100 * L2)
longitudinal = invert_bright(X1, X2, slope(X1) / slope(X2))
assert np.allclose(longitudinal, (A + F_total / eps_inf, B, g), rtol=1e-6)

# --- printed numbers --------------------------------------------------------
to_mev = 100 * const.h * const.c / const.e * 1e3
to_force = ((2 * np.pi * const.c * 100) ** 2 * const.atomic_mass
            * 1e-20 / const.e)


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def triple(label, sol):
    print(f"{label}: wa {np.sqrt(sol[0]):.1f}, wb {np.sqrt(sol[1]):.1f} cm^-1,"
          f" g {sol[2]:.0f} cm^-2")


print("INPUT (round model values)")
show("lower frequency W1", W1, "cm^-1", 1)
show("upper frequency W2", W2, "cm^-1", 1)
show("strength ratio r = F2/F1", ratio)
print("ONE CHARGED MODE")
show("W1 squared", L1, "cm^-2", 0)
show("W2 squared", L2, "cm^-2", 0)
show("sqrt(r)", np.sqrt(ratio), "", 4)
show("mixing angle", np.degrees(theta), "degrees")
show("charged-mode share of lower line", weights[0], "", 4)
show("charged-mode share of upper line", weights[1], "", 4)
show("wa squared", A, "cm^-2", 0)
show("wb squared", B, "cm^-2", 0)
show("bare charged frequency wa", wa, "cm^-1")
show("bare uncharged frequency wb", wb, "cm^-1")
show("wa converted", wa * to_mev, "meV")
show("wb converted", wb * to_mev, "meV")
show("coupling |g|", g, "cm^-2", 0)
show("|g| converted", g * to_force, "eV/(angstrom^2 u)", 4)
show("kappa = |g|/(wa wb)", kappa, "", 4)
show("static enhancement by coupling", enhancement, "", 4)
show("zero of response from data", zero, "cm^-1")
print("RATIO RAISED BY 10 PERCENT")
show("change of angle", np.degrees(theta_more - theta), "degrees")
triple("recovered", more)
print("STATIC RATIO MISTAKEN FOR r")
show("static ratio", ratio_static, "", 4)
show("wrong angle", np.degrees(np.arctan(np.sqrt(ratio_static))), "degrees")
triple("wrong values", wrong)
print("EQUAL CHARGES ON BOTH MODES")
triple("first solution", equal[0])
triple("second solution", equal[1])
print(f"angles: {theta_equal[0]:.2f} and {theta_equal[1]:.2f} degrees")
print("NEGLECTED EFFECTS")
show("assumed charge of mode b / mode a", extra_charge)
show("angle shift from it", np.degrees(np.arctan(extra_charge)), "degrees")
triple("true values if charge ratio positive", leak[0])
triple("true values if charge ratio negative", leak[1])
print(f"bare dampings: {gamma_a:.0f} (a), {gamma_b:.0f} (b) cm^-1")
print(f"fitted lines: {uneven[0]:.1f}, {uneven[1]:.1f} cm^-1,"
      f" ratio {uneven[2]:.3f}")
triple("recovered from damped fit", damped)
print(f"third mode: {w_third:.0f} cm^-1, coupling {g_third:.0f} cm^-2")
print(f"its lower two lines: {np.sqrt(val3[0]):.1f}, {np.sqrt(val3[1]):.1f}"
      f" cm^-1, ratio {wt3[1] / wt3[0]:.3f}")
triple("recovered with third mode ignored", third)
triple("lower line softened 2 percent", warm)
print(f"assumed eps_inf {eps_inf:.1f}, static part of pair {eps_pair:.1f}")
show("static part without coupling", eps_pair / enhancement)
print(f"longitudinal lines: {np.sqrt(X1):.1f}, {np.sqrt(X2):.1f} cm^-1")
triple("recovered from longitudinal data", longitudinal)
print("done: every assertion held")
```

Output:

```
INPUT (round model values)
lower frequency W1: 240.0 cm^-1
upper frequency W2: 330.0 cm^-1
strength ratio r = F2/F1: 0.40
ONE CHARGED MODE
W1 squared: 57600 cm^-2
W2 squared: 108900 cm^-2
sqrt(r): 0.6325
mixing angle: 32.31 degrees
charged-mode share of lower line: 0.7143
charged-mode share of upper line: 0.2857
wa squared: 72257 cm^-2
wb squared: 94243 cm^-2
bare charged frequency wa: 268.81 cm^-1
bare uncharged frequency wb: 306.99 cm^-1
wa converted: 33.33 meV
wb converted: 38.06 meV
coupling |g|: 23175 cm^-2
|g| converted: 0.0852 eV/(angstrom^2 u)
kappa = |g|/(wa wb): 0.2808
static enhancement by coupling: 1.0856
zero of response from data: 306.99 cm^-1
RATIO RAISED BY 10 PERCENT
change of angle: 1.25 degrees
recovered: wa 270.7, wb 305.3 cm^-1, g 23631 cm^-2
STATIC RATIO MISTAKEN FOR r
static ratio: 0.2116
wrong angle: 24.70 degrees
wrong values: wa 258.0, wb 316.1 cm^-1, g 19476 cm^-2
EQUAL CHARGES ON BOTH MODES
first solution: wa 245.1, wb 326.2 cm^-1, g -10993 cm^-2
second solution: wa 326.2, wb 245.1 cm^-1, g -10993 cm^-2
angles: -12.69 and -77.31 degrees
NEGLECTED EFFECTS
assumed charge of mode b / mode a: 0.10
angle shift from it: 5.71 degrees
true values if charge ratio positive: wa 260.5, wb 314.0 cm^-1, g 20539 cm^-2
true values if charge ratio negative: wa 277.6, wb 299.1 cm^-1, g 24893 cm^-2
bare dampings: 30 (a), 10 (b) cm^-1
fitted lines: 239.5, 331.2 cm^-1, ratio 0.385
recovered from damped fit: wa 268.2, wb 308.4 cm^-1, g 23435 cm^-2
third mode: 420 cm^-1, coupling 11587 cm^-2
its lower two lines: 238.3, 329.2 cm^-1, ratio 0.374
recovered with third mode ignored: wa 266.1, wb 307.1 cm^-1, g 22942 cm^-2
lower line softened 2 percent: wa 265.8, wb 305.9 cm^-1, g 24205 cm^-2
assumed eps_inf 4.5, static part of pair 10.0
static part without coupling: 9.21
longitudinal lines: 300.2, 473.6 cm^-1
recovered from longitudinal data: wa 469.2, wb 307.0 cm^-1, g 23175 cm^-2
done: every assertion held
```
